Linear stability and the threshold B = 1/4 of the Ohta-Kawasaki equation

A film of symmetric diblock copolymer is heated between guiding lines so that its two blocks separate into stripes. Each block prefers its own kind, which favours large domains, but the two blocks of a chain are bonded together and cannot move far apart. If the preference is weak, the film stays mixed. The question is when the mixed film starts to form stripes without a push, and at which wavelength and speed.

**The equation and its scaling**

Let φ(x,t) be the local composition difference between the blocks. Equal blocks give φ zero mean. The Ohta-Kawasaki energy contains a local double well, a cost for gradients, and a long-range cost from the bond between blocks:

E = ∫ [ (κ/2)|∇φ|² − (a/2)φ² + (b/4)φ⁴ ] + (α/2) ∫∫ φ G φ

Here κ, b and α are positive, and G solves −∇²G = δ minus its mean, so that ∇²(Gφ) = −φ for a field of zero mean. The chemical potential is the derivative of E with respect to φ:

μ = −aφ + bφ³ − κ∇²φ + αGφ

Material is conserved and flows down the gradient of μ with a constant mobility M, so φ_t = M∇²μ. The long-range term becomes local:

φ_t = M ∇²( −aφ + bφ³ − κ∇²φ ) − Mαφ

For a > 0, set φ = √(a/b) u, and measure length in units of ℓ and time in units of τ. After division by √(a/b), with derivatives now taken in scaled variables,

(1/τ) u_t = (M/ℓ²) ∇²( −au + au³ − (κ/ℓ²)∇²u ) − Mαu

The choice ℓ² = κ/a makes all three coefficients in the bracket equal to a. The prefactor is then Ma/ℓ² = Ma²/κ, which the choice τ = κ/(Ma²) cancels. The result is

u_t = ∇²( u³ − u − ∇²u ) − Bu

B = Mατ = ακ/a²

One number, B ≥ 0, is left. It is large when the long-range cost α is high or the preference for separation is weak. If a ≤ 0, the scaling fails, but no small wave grows: in the unscaled equation each linear term then damps the wave or leaves it unchanged.

**Linearization**

The uniform state is u = 0. For a small disturbance, u³ is of third order and is dropped:

u_t = −∇²u − ∇⁴u − Bu

The coefficients are constant, so plane waves evolve independently. Insert u = ε exp(iqx + σt). Each ∇² gives −q², hence −∇²u gives +q²u and −∇⁴u gives −q⁴u. Dividing by u,

σ(q) = q² − q⁴ − B

The first term is the drive to separate, the second is the cost of sharp gradients, and the third is the cost of separating bonded blocks over long distances. The mode q = 0 is absent because u has zero mean.

Completing the square in q² gives

σ(q) = (1/4 − B) − (q² − 1/2)²

The square is never negative and vanishes at q² = 1/2. The largest growth rate is therefore

σ_max = 1/4 − B, at q = 1/√2

In an unbounded system every q is available, so a growing wave exists if and only if B < 1/4. The growing waves fill the band

1/2 − √(1/4 − B) < q² < 1/2 + √(1/4 − B)

As B approaches 1/4 from below, the band closes on q² = 1/2 and the growth time 1/(1/4 − B) diverges. At B = 0 the bond cost is gone and the band is 0 < q < 1: arbitrarily long waves grow, as in an ordinary unmixing blend.

The fastest wave is not the one that the energy favours most. For a small wave, the scaled energy per squared amplitude is proportional to q² − 1 + B/q². Its derivative with respect to q² is 1 − B/q⁴, so the minimum lies at q = B^(1/4). This equals 1/√2 at B = 1/4 and is smaller below it. Within the model, a deeper quench thus starts with stripes narrower than those of lowest small-amplitude energy. A guide pitch should not be taken from the fastest wavelength alone if the stripes have time to rearrange.

**Large disturbances**

The linear result leaves open whether a large disturbance could survive at B ≥ 1/4, and what happens at B = 1/4 itself. Both are settled by the mean square of u in a periodic box of any size. Write ⟨ ⟩ for the box average and multiply the full equation by u:

d/dt ½⟨u²⟩ = ⟨u∇²(u³)⟩ − ⟨u∇²u⟩ − ⟨u∇⁴u⟩ − B⟨u²⟩

Integration by parts leaves no boundary terms. Since ∇(u³) = 3u²∇u, the first term is −3⟨u²|∇u|²⟩. With Fourier amplitudes u_q, the other terms are sums of q²|u_q|², −q⁴|u_q|² and −B|u_q|². Therefore

d/dt ½⟨u²⟩ = −3⟨u²|∇u|²⟩ + Σ σ(q)|u_q|² ≤ (1/4 − B)⟨u²⟩

For B > 1/4 the root mean square (rms) of u falls at least as fast as exp[−(B − 1/4)t], whatever its starting size. At B = 1/4 the right side of the equality is at most zero. It vanishes only if u∇u = 0 everywhere, which makes u² constant; a smooth field of zero mean is then zero. So the mean square still falls strictly, and the threshold itself belongs to the stable side.

A numerical solution shows the size of the effect. The equation was solved in one dimension in a periodic box of length 6π√2, with Fourier derivatives on 32 points and fourth-order Runge-Kutta steps of 0.008. For B = 0.30 and the start u = cos(x/√2) + ½ sin(x/(3√2)), the rms fell from 0.791 to 0.031 by t = 40. The bound allows 0.791 e⁻² = 0.107.

**Just below the threshold**

Growth stops when the cubic term matters. Take u = A cos(qx) with q² = 1/2. Since cos³ = ¾ cos plus a third harmonic, and the third harmonic is strongly damped, it is dropped at leading order. The cubic term contributes −q²·¾A³ = −(3/8)A³:

dA/dt = (1/4 − B)A − (3/8)A³

The steady amplitude is A² = (8/3)(1/4 − B). It starts from zero at the threshold, so in this mean-field model the stripes appear continuously. For B = 0.20 this gives A² = 0.133 and an rms of A/√2 = 0.258. The same numerical method, started from 0.05 cos(x/√2), gave 0.259 at t = 200.

**Finite boxes**

In a one-dimensional periodic box of scaled length L, the allowed wavenumbers are q = 2πn/L with n = 1, 2, 3 and so on. Instability then needs B < 1/4 and also an allowed q inside the band. Writing q₋ and q₊ for the band edges, a sufficient condition is

L > 2π/(q₊ − q₋)

because the spacing of allowed values is then smaller than the band. Near the threshold the band is narrow, and the length that guarantees an allowed q inside it is long. A shorter box is still unstable if it happens to fit a growing wave, as L = 2π√2 does for every B < 1/4. A simulation in a smaller box can report a stable mixed state although the unbounded film is unstable. For example, L = 2π allows q = 1, 2, 3 and so on. The first has σ = 1 − 1 − B = −B and the others decay faster, so for any B > 0 every small wave in this box decays.

The highest wavenumber on the grid limits explicit time steps. An Euler step multiplies a wave by 1 + σΔt, so the linear part requires Δt < 2/|σ| for the most strongly damped wave. Since |σ| grows as q⁴, halving the grid spacing costs about a factor of 16 in the step.

**What B means for a polymer**

Consider chains of N segments of length s, half A and half B. Let ψ be the A fraction minus the B fraction, and let θ be +1 on A segments and −1 on B segments. For Gaussian chains, segments i and j have

⟨exp[iq·(r_i − r_j)]⟩ = exp(−q²s²|i − j|/6) = exp(−x|i − j|/N)

with x = q²Rg² and Rg² = Ns²/6. In this section q is the unscaled wavenumber. The variance of a composition wave, per segment, is the double sum of θ_iθ_j times this factor, divided by N. For long chains the sum becomes an integral and the variance is N h(x).

To find h, note that a block that is a fraction f of the chain contributes

g(f) = 2∫₀^f (f − r) e^(−xr) dr = 2( fx + e^(−fx) − 1 )/x²

Let c be the integral between the two halves. With all signs positive, g(1) = 2g(½) + 2c. With opposite signs on the halves, h = 2g(½) − 2c. Eliminating c,

h = 4g(½) − g(1) = [ 2x − 6 + 8e^(−x/2) − 2e^(−x) ]/x²

The melt is nearly incompressible, which adds a pressure that acts equally on A and B. Its coupling to ψ is the A-A response minus the B-B response, which vanishes for equal blocks, so h needs no correction.

The contact energy per segment, in units of kT, is χ times the product of the two fractions, χ(1 − ψ²)/4. A Gaussian variance Nh means a free energy ½|ψ_q|²/(Nh). Adding the contact part −χ|ψ_q|²/4, the total is ½|ψ_q|² times a coefficient whose product with N is

1/h − χN/2

For large x, h ≈ (2x − 6)/x², so 1/h ≈ x/2 + 3/2. For small x, the terms of the numerator cancel up to x³/6, so h ≈ x/6 and 1/h ≈ 6/x. Joining the two forms gives the approximation

1/h ≈ x/2 + 3/2 + 6/x

The Ohta-Kawasaki energy has the coefficient κq² − a + α/q². Comparison gives

κ = Rg²/2, α = 6/Rg², a = (χN − 3)/2

B = ακ/a² = 12/(χN − 3)²

For χN > 3, the condition B < 1/4 reads (χN − 3)² > 48, or χN > 3 + √48 = 9.93.

The mobility follows from beads that diffuse independently with constant D_b and are joined by springs (the Rouse model). For one Cartesian component, the springs relax positions through a matrix K, and the equilibrium covariance C obeys KC = D_b I; a weak trap holds the centre and is removed afterwards. After a short time t, the covariance of r_i(t) with r_j(0) is C − tKC = C − tD_b I. To first order, the mean square of r_i(t) − r_j(0) thus changes only for i = j, by 2D_b t. Only these N terms of the double sum decay, each at rate D_b q², so the sum divided by N has slope −D_b q². Dividing by its initial value Nh, and using the chain diffusion constant D = D_b/N, the initial decay rate is Dq²/h. The model at χ = 0 gives Mq²/h, hence M = D.

**Worked example**

The values are rough and lie in the regime of a short polystyrene-block-poly(methyl methacrylate) near 500 K: N = 300, χ = 0.04, s = 0.7 nm, segment volume v = 0.15 nm³ and D = 1000 nm²/s. Then:

χN = 12, Rg = 0.7 √(300/6) = 4.95 nm

a = (12 − 3)/2 = 4.5, κ = 4.95²/2 = 12.25 nm², α = 6/4.95² = 0.245 nm⁻²

B = 12/9² = 0.148

This is below 1/4, so the mixed state is unstable in the model. The units are

ℓ = √(12.25/4.5) = 1.65 nm

τ = 12.25/(1000 × 4.5²) s = 0.605 ms

The fastest wavelength is 2π√2 ℓ = 14.7 nm. Its growth rate is (0.25 − 0.148)/τ = 168 s⁻¹, a growth time of 5.9 ms. The band runs from q = 0.425 to 0.905 in scaled units, that is, over wavelengths from 24.4 down to 11.5 nm. The short box L = 2π is 10.4 nm long, less than the shortest growing wavelength, which is why it stays mixed.

**What the model leaves out**

The joined form can be compared with the full h(x) by numerical minimization. The full response puts the threshold at χN = 10.5, so 9.93 is about 5% too low relative to it. At χN = 12 and the same mobility, the full response gives a largest rate of 129 s⁻¹ and a wavelength of 14.5 nm. The joined form therefore overstates the rate by about 30% relative to the full response, and hardly changes the wavelength.

The mobility was taken from the first instant of relaxation. For an ideal Rouse chain of 100 beads at the fastest wavelength, the mean decay rate down to 1/e is 0.52 of the initial rate. This is a decay without interaction, not the growth itself, but it suggests that the growth time may be too short by a factor of order two, in addition to the error of the joined form.

With N held fixed, a χ that is 10% lower gives B = 0.197, and one that is 10% higher gives 0.115. Both remain below 1/4, but the margin at the lower value is thinner than B suggests: there χN = 10.8, only just above the full-response threshold of 10.5.

Thermal composition waves are present before the quench. For ideal chains at χ = 0, their mean square within the growing band is

s_th = ∫ vN h(q²Rg²) q² dq/(2π²) = 0.020

by numerical integration, an rms of 0.14. This is the bulk value; in a film with reflecting surfaces the depth-averaged mean square is about 0.023 at 30 nm thickness and 0.026 at 15 nm. The coefficient b has not been derived from the chains. As a simple assumption, let pure domains correspond to u = ±1, which sets b = a; the estimates below that involve the cubic term depend on this choice. The choice is on the high side: mean-field theory of the same Gaussian chains gives b ≈ 1.64 near the threshold, about 0.36 a here, and a saturated rms of 0.47 at χN = 12. From 0.14 to 1 there are ln(1/0.14) ≈ 2 e-folds, or 12 ms at the largest rate. The number of e-folds is an upper estimate: the amplitude equation, used as a rough guide away from the threshold, stops the growth at an rms of √(4/3 × 0.102) = 0.37. The time is not an upper estimate, because most waves in the band grow more slowly than the fastest one and the corrections above lower the rate. The linear stage is therefore short in the sense that it spans only one or two e-folds.

These waves also weaken the drive. If w is Gaussian with variance s_th, the average of (u + w)³ is u³ + 3s_th u, so the linear term −u becomes −(1 − 3s_th)u. The growth rate is then (1 − 3s_th)q² − q⁴ − B, and its maximum over q² changes the condition to

B < (1 − 3s_th)²/4 = 0.22

The estimate of s_th is rough and on the low side, since it leaves out waves outside the band and the enhancement by χ. With this estimate the example stays unstable. But at B = 0.148 the condition fails once s_th exceeds (1 − 2√0.148)/3 = 0.077, about four times the estimate, and with b = 1.64 the two numbers become a threshold of 0.24 and a limit of 0.21. Short waves outside the band do not decide the matter: their mean square grows with the cutoff and is part of the measured χ. The enhancement by χ of waves near the preferred wavelength does matter. If these waves are treated self-consistently in the bulk, with the full response and b = 1.64, their mean square at χN = 12 is about 0.25, the mixed state remains stable, and stripes appear only near χN = 14, with a jump in amplitude. This treatment is itself approximate for a chain this short, but it indicates that a bulk melt with these values stays mixed although B < 1/4.

Beside a real guided film, the example is a short chain near its ordering limit; longer chains of this polymer can form stripes with periods of 25 to 30 nm. D can differ by orders of magnitude with chain length and temperature, and all times here scale as 1/D. The assumption of a quiet, uniform start is broken in any real film, and the shift of the threshold from 0.25 to about 0.22 rests on b = a and on waves not enhanced by χ; the self-consistent estimate above puts the effect much higher. Preferential wetting at the film surfaces and guides, entanglement and the spread of chain lengths are also left out, and their effect is not estimated. Baking for minutes is far longer than the milliseconds found here. If the film orders and the model's time scale is right, nearly all of such a bake falls after the linear stage, in a rearrangement of the stripes that a linear theory does not describe.
